**Singlet scattering and Yang–Baxter equation on the Hubbard chain**

For hopping $t$, on-site interaction $U$, $c=U/(2t)$ and $s=\sin k_1-\sin k_2$, the singlet amplitude ratio is $S=(s-ic)/(s+ic)$, and the spin scattering matrix is $R=(s+icP)/(s+ic)$, where $P$ exchanges two spins. The program extracts $S$ from the lattice equation and asserts that it agrees with the formula. It asserts that 41 ring levels from the Bethe equations match exact diagonalization on ten sites, and that the pair energy is reproduced on a 40-site ring for both signs of $U$. A wave-packet collision gives an exchange probability of 0.64066, equal to the packet average of the formula at the printed precision. The Yang–Baxter difference is expanded symbolically; numerically it is at rounding level for sine differences and 0.3346 for a control with $\sin(k_i-k_j)$. A three-electron Bethe function is inserted into the lattice equation, including double and triple coincidences, and leaves a residual of about $2\times10^{-14}$ eV.

## Numerical check

```python
"""Two- and three-electron scattering on the Hubbard chain.

H = -t sum (hopping) + U sum n_up n_down; k is dimensionless (lattice units).
Result under test, with s = sin k1 - sin k2 and c = U/(2t):
    singlet amplitude ratio  S = (s - i c)/(s + i c)
    spin scattering matrix   R = (s + i c P)/(s + i c),  P = spin exchange
    Yang-Baxter equation     R12 R13 R23 = R23 R13 R12
The ratio S compares exp(i(k2 x + k1 y)) with exp(i(k1 x + k2 y)) for x <= y.
"""
import itertools
import numpy as np
import scipy.sparse as sp
import sympy as sy
from scipy.constants import hbar, e
from scipy.optimize import brentq
from scipy.sparse.linalg import expm_multiply

t, U = 1.0, 4.0                      # eV
c = U / (2 * t)
k = np.array([np.pi / 2, np.pi / 6, -np.pi / 6])


def singlet_S(k1, k2, c):
    s = np.sin(k1) - np.sin(k2)
    return (s - 1j * c) / (s + 1j * c)


# ---- singlet amplitude extracted from the lattice equation itself ----
def lattice_residual(phi, x, y, energy, U):
    hop = phi(x + 1, y) + phi(x - 1, y) + phi(x, y + 1) + phi(x, y - 1)
    return -t * hop + (U * (x == y) - energy) * phi(x, y)


def extracted_S(k1, k2, U):
    energy = -2 * t * (np.cos(k1) + np.cos(k2))

    def incoming(x, y):
        return np.exp(1j * (k1 * min(x, y) + k2 * max(x, y)))

    def outgoing(x, y):
        return np.exp(1j * (k2 * min(x, y) + k1 * max(x, y)))

    ratio = (-lattice_residual(incoming, 0, 0, energy, U)
             / lattice_residual(outgoing, 0, 0, energy, U))

    def full(x, y):
        return incoming(x, y) + ratio * outgoing(x, y)

    for x, y in itertools.product(range(-3, 4), repeat=2):
        assert abs(lattice_residual(full, x, y, energy, U)) < 1e-11
    return ratio


for k1, k2, u in [(1.1, -0.4, 4.0), (2.3, 0.2, -3.0), (0.7, -2.0, 0.5)]:
    assert abs(extracted_S(k1, k2, u) - singlet_S(k1, k2, u / (2 * t))) < 1e-11
S_lattice = extracted_S(k[0], k[2], U)
S_formula = singlet_S(k[0], k[2], c)
assert abs(S_lattice - S_formula) < 1e-11


# ---- one up and one down electron on a ring ----
def pair_hamiltonian(L, U):
    hop = sp.lil_matrix((L, L))
    for j in range(L):
        hop[j, (j + 1) % L] = hop[(j + 1) % L, j] = -t
    one = sp.identity(L)
    contact = sp.diags(U * np.eye(L).ravel())
    return (sp.kron(hop, one) + sp.kron(one, hop) + contact).tocsr()


def singlet_levels(L, m, U):
    """Exact singlet levels with total momentum 2 pi m / L."""
    basis = []
    for r in range(L // 2 + 1):
        v = np.zeros((L, L), complex)
        for j in range(L):
            phase = np.exp(2j * np.pi * m * j / L)
            v[j, (j + r) % L] += phase
            v[(j + r) % L, j] += phase
        norm = np.linalg.norm(v)
        if norm > 1e-9:
            basis.append(v.ravel() / norm)
    V = np.array(basis).T
    return np.linalg.eigvalsh(V.conj().T @ (pair_hamiltonian(L, U) @ V))


def bethe_roots(L, m):
    """Real relative momenta q, with k1 = P/2 + q and k2 = P/2 - q."""
    P = 2 * np.pi * m / L

    def condition(q):
        theta = q * L / 2 + m * np.pi / 2
        return (2 * np.cos(P / 2) * np.sin(q) * np.sin(theta)
                - c * np.cos(theta))

    grid = np.linspace(1e-3, np.pi - 1e-3, 2001)
    return np.array([brentq(condition, a, b, xtol=1e-14)
                     for a, b in zip(grid[:-1], grid[1:])
                     if condition(a) * condition(b) < 0])


L = 10
n_matched = 0
for m in range(-4, 5):
    P = 2 * np.pi * m / L
    q = bethe_roots(L, m)
    for root in q:                   # original periodicity conditions
        k1, k2 = P / 2 + root, P / 2 - root
        S = singlet_S(k1, k2, c)
        assert abs(np.exp(1j * k2 * L) - S) < 1e-9
        assert abs(np.exp(1j * k1 * L) - 1 / S) < 1e-9
    bethe = np.sort(-4 * t * np.cos(P / 2) * np.cos(q))
    exact = singlet_levels(L, m, U)
    assert len(bethe) == len(exact) - 1      # the top level is the pair state
    assert np.allclose(bethe, exact[:-1], atol=1e-9)
    n_matched += len(bethe)
q0 = bethe_roots(L, 0)
E0_bethe = -4 * t * np.cos(q0)
E0_exact = singlet_levels(L, 0, U)
E_lowest = np.linalg.eigvalsh(pair_hamiltonian(L, U).toarray())[0]
assert abs(E_lowest - E0_bethe[0]) < 1e-9

# ---- pair state from the pole of S, on a ring much longer than the pair ----
L_long = 40
for m in (0, 6):
    pair = np.sqrt(U**2 + 16 * t**2 * np.cos(np.pi * m / L_long)**2)
    assert abs(singlet_levels(L_long, m, U)[-1] - pair) < 1e-9
    assert abs(singlet_levels(L_long, m, -U)[0] + pair) < 1e-9
pair_formula = np.sqrt(U**2 + 16 * t**2)
pair_exact = singlet_levels(L_long, 0, U)[-1]

# ---- wave-packet collision: up from the left, down from the right ----
N, width, x_up, x_down = 200, 10.0, 55, 125
duration = 45.0 / t                  # in hbar/eV
sites = np.arange(N)


def packet(centre, momentum):
    return np.exp(-(sites - centre)**2 / (4 * width**2) + 1j * momentum * sites)


phi = np.outer(packet(x_up, k[0]), packet(x_down, k[2]))
phi /= np.linalg.norm(phi)
final = expm_multiply(-1j * duration * pair_hamiltonian(N, U).astype(complex),
                      phi.ravel()).reshape(N, N)
exchange_measured = np.sum(np.abs(np.triu(final, 1))**2)   # up still on left
weight = np.abs(np.fft.fft2(phi))**2
weight /= weight.sum()
sines = np.sin(2 * np.pi * np.fft.fftfreq(N))
exchange_packet = np.sum(weight * c**2
                         / ((sines[:, None] - sines[None, :])**2 + c**2))
assert abs(exchange_measured - exchange_packet) < 2e-3
s13 = np.sin(k[0]) - np.sin(k[2])
transmit_amp = s13 / (s13 + 1j * c)
exchange_amp = 1j * c / (s13 + 1j * c)


# ---- Yang-Baxter equation on three spins ----
def exchange(i, j):
    axes = [0, 1, 2]
    axes[i], axes[j] = axes[j], axes[i]
    return np.eye(8).reshape(2, 2, 2, 8).transpose(axes + [3]).reshape(8, 8)


P12, P13, P23 = exchange(0, 1), exchange(0, 2), exchange(1, 2)
a, b, d, eta = sy.symbols("a b d eta")
M12, M13, M23 = [sy.Matrix(p.astype(int).tolist()) for p in (P12, P13, P23)]
one8 = sy.eye(8)
F12, F13, F23 = a * one8 + eta * M12, d * one8 + eta * M13, b * one8 + eta * M23
difference = F12 * F13 * F23 - F23 * F13 * F12
claimed = eta**2 * (a + b - d) * (M23 * M12 - M12 * M23)
assert (difference - claimed).expand() == sy.zeros(8, 8)
assert M23 * M12 != M12 * M23


def yang_baxter_mismatch(s12, s13, s23):
    R12, R13, R23 = [(s * np.eye(8) + 1j * c * p) / (s + 1j * c)
                     for s, p in ((s12, P12), (s13, P13), (s23, P23))]
    return np.max(np.abs(R12 @ R13 @ R23 - R23 @ R13 @ R12))


sk = np.sin(k)
ybe_good = yang_baxter_mismatch(sk[0] - sk[1], sk[0] - sk[2], sk[1] - sk[2])
ybe_control = yang_baxter_mismatch(np.sin(k[0] - k[1]), np.sin(k[0] - k[2]),
                                   np.sin(k[1] - k[2]))
assert ybe_good < 1e-13 and ybe_control > 1e-3


# ---- three-electron Bethe function in the lattice equation ----
def ordered_Y(s, P):
    """Changes the amplitude when neighbouring momenta are interchanged."""
    return -(1j * c * np.eye(8) + s * P) / (s + 1j * c)


def three_body_check(k):
    s = np.sin(k)
    rng = np.random.default_rng(3)
    A = {(0, 1, 2): rng.normal(size=8) + 1j * rng.normal(size=8)}
    A[1, 0, 2] = ordered_Y(s[0] - s[1], P12) @ A[0, 1, 2]
    A[0, 2, 1] = ordered_Y(s[1] - s[2], P23) @ A[0, 1, 2]
    A[1, 2, 0] = ordered_Y(s[0] - s[2], P23) @ A[1, 0, 2]
    A[2, 0, 1] = ordered_Y(s[0] - s[2], P12) @ A[0, 2, 1]
    A[2, 1, 0] = ordered_Y(s[1] - s[2], P12) @ A[1, 2, 0]
    other_route = ordered_Y(s[0] - s[1], P23) @ A[2, 0, 1]
    assert np.allclose(A[2, 1, 0], other_route, atol=1e-11)

    def psi(x):
        order = np.argsort(x, kind="stable")
        sign = np.linalg.det(np.eye(3)[order])
        xs = np.asarray(x)[order]
        f = sum(amp * np.exp(1j * np.dot(k[list(p)], xs))
                for p, amp in A.items())
        return sign * f.reshape(2, 2, 2).transpose(np.argsort(order))

    energy = -2 * t * np.sum(np.cos(k))
    worst, largest, triple = 0.0, 0.0, 0.0
    for x in itertools.product(range(4), repeat=3):
        x = np.array(x)
        value = psi(x)
        hop = sum(psi(x + step * unit) for unit in np.eye(3, dtype=int)
                  for step in (1, -1))
        doubles = sum(x[i] == x[j] for i, j in ((0, 1), (0, 2), (1, 2)))
        residual = -t * hop + (U * doubles - energy) * value
        worst = max(worst, np.max(np.abs(residual)))
        largest = max(largest, np.max(np.abs(value)))
        if doubles == 3:
            triple = max(triple, np.max(np.abs(value)))
    assert largest > 0.1 and worst < 1e-10 and triple < 1e-11
    return worst, largest


three_body_check(np.array([1.3, 0.35, -0.8]))
residual3, largest3 = three_body_check(k)

# ---- printed numbers ----
print(f"hopping t = {t:.1f} eV, repulsion U = {U:.1f} eV")
print(f"c = U/(2t) = {c:.3f} (dimensionless)")
for j in range(3):
    print(f"k{j+1} = {k[j]:.6f} rad, sin k{j+1} = {sk[j]:.4f}")
print(f"outer pair (k1,k3): sin k1 - sin k3 = {s13:.4f}")
print(f"outer pair energy = {-2*t*(np.cos(k[0])+np.cos(k[2])):.6f} eV")
print(f"S singlet, formula = {S_formula:.6f}")
print(f"S singlet, from lattice equation = {S_lattice:.6f}")
print(f"|S| = {abs(S_formula):.6f}, phase = {np.angle(S_formula):.6f} rad")
print(f"amplitude, spin stays with momentum = {transmit_amp:.4f}")
print(f"amplitude, spins exchanged = {exchange_amp:.4f}")
print(f"probability, spin stays = {abs(transmit_amp)**2:.4f}")
print(f"probability, exchange = {abs(exchange_amp)**2:.4f}")
print(f"wave packet: ring of {N} sites, position spread {width:.0f} sites")
print(f"wave packet: initial centres up {x_up}, down {x_down} (site)")
print(f"wave packet: duration = {duration*hbar/e*1e15:.3f} fs")
print(f"exchange probability, packet average of formula = {exchange_packet:.5f}")
print(f"exchange probability, time evolution = {exchange_measured:.5f}")
print(f"ring of {L} sites, total momentum 0, singlets:")
for n, (root, eb, ex) in enumerate(zip(q0, E0_bethe, E0_exact), 1):
    print(f" level {n}: q = {root:.6f} rad, Bethe {eb:.6f} eV, exact {ex:.6f} eV")
print(f" top level (pair state), exact = {E0_exact[-1]:.6f} eV")
print(f"lowest energy of all up-down states = {E_lowest:.6f} eV")
print(f"lowest energy at U = 0 would be {-4*t:.6f} eV")
print(f"real-root levels matched, all tested momenta = {n_matched}")
print(f"pair state P=0, infinite-chain formula = {pair_formula:.6f} eV")
print(f"pair state P=0, ring of {L_long} sites = {pair_exact:.6f} eV")
print(f"Yang-Baxter largest mismatch, sine differences = {ybe_good:.0e}")
print(f"Yang-Baxter largest mismatch, sin(ki-kj) control = {ybe_control:.4f}")
print(f"three electrons: energy = {-2*t*np.sum(np.cos(k)):.6f} eV")
print(f"three electrons: largest amplitude = {largest3:.3f} (unnormalized)")
print(f"three electrons: largest equation residual = {residual3:.0e} eV")
print("all assertions hold")
```

Printed output:

```
hopping t = 1.0 eV, repulsion U = 4.0 eV
c = U/(2t) = 2.000 (dimensionless)
k1 = 1.570796 rad, sin k1 = 1.0000
k2 = 0.523599 rad, sin k2 = 0.5000
k3 = -0.523599 rad, sin k3 = -0.5000
outer pair (k1,k3): sin k1 - sin k3 = 1.5000
outer pair energy = -1.732051 eV
S singlet, formula = -0.280000-0.960000j
S singlet, from lattice equation = -0.280000-0.960000j
|S| = 1.000000, phase = -1.854590 rad
amplitude, spin stays with momentum = 0.3600-0.4800j
amplitude, spins exchanged = 0.6400+0.4800j
probability, spin stays = 0.3600
probability, exchange = 0.6400
wave packet: ring of 200 sites, position spread 10 sites
wave packet: initial centres up 55, down 125 (site)
wave packet: duration = 29.620 fs
exchange probability, packet average of formula = 0.64066
exchange probability, time evolution = 0.64066
ring of 10 sites, total momentum 0, singlets:
 level 1: q = 0.263245 rad, Bethe -3.862202 eV, exact -3.862202 eV
 level 2: q = 0.816523 rad, Bethe -2.739037 eV, exact -2.739037 eV
 level 3: q = 1.414936 rad, Bethe -0.620919 eV, exact -0.620919 eV
 level 4: q = 2.054173 rad, Bethe 1.859088 eV, exact 1.859088 eV
 level 5: q = 2.755385 rad, Bethe 3.705377 eV, exact 3.705377 eV
 top level (pair state), exact = 5.657694 eV
lowest energy of all up-down states = -3.862202 eV
lowest energy at U = 0 would be -4.000000 eV
real-root levels matched, all tested momenta = 41
pair state P=0, infinite-chain formula = 5.656854 eV
pair state P=0, ring of 40 sites = 5.656854 eV
Yang-Baxter largest mismatch, sine differences = 2e-16
Yang-Baxter largest mismatch, sin(ki-kj) control = 0.3346
three electrons: energy = -3.464102 eV
three electrons: largest amplitude = 15.520 (unnormalized)
three electrons: largest equation residual = 2e-14 eV
all assertions hold
```
